\section*{Madelung constants of the alternating chain and square lattice}

\section{A sum that converges too slowly}

Take unit charges of alternating sign on a square lattice and add their potentials at a central positive ion, one square ring after another. With 441 sites the magnitude of the result is still 4.2\% below its limit; with 40401 sites it is 0.4\% below. For an ionic layer with ions 0.28 nm apart, the first of these errors is 0.35 eV per ion pair. Nor can the terms be rearranged freely: the sum of their absolute values diverges, so the answer has a meaning only once the order of summation is fixed. The double sum can be replaced by a product of two single series, whose convergence is easily accelerated, but the derivation must respect that order.

Let $d$ be the nearest-neighbour distance. In Hartree atomic units the potential at a positive site, due to all other ions, is $-M/d$. This defines the Madelung constant $M$. An ion pair contains two ions, each with interaction energy $-M/d$, and every interaction is shared between two ions, so the energy per pair is $-M/d$. The claims are
\begin{equation}
M_{\rm chain}=2\ln2,\qquad
M_{\rm square}=4\,\beta(\tfrac12)\,\eta(\tfrac12)=1.6155,
\label{claim}
\end{equation}
where
\begin{equation}
\eta(s)=\sum_{k=1}^{\infty}\frac{(-1)^{k-1}}{k^s},\qquad
\beta(s)=\sum_{k=0}^{\infty}\frac{(-1)^k}{(2k+1)^s}.
\end{equation}
The chain is summed over $|n|\le L$ and the lattice over $|m|,|n|\le L$, with $L\to\infty$. The lattice is flat, but the interaction is the three-dimensional $1/r$.

\section{The limit over growing squares}

Both derivations use an integral for the lattice sum. For real $s>0$ put
\begin{equation}
M_L(s)=-\sum_{|m|,|n|\le L}{}^{\!\!\!\prime}\;
\frac{(-1)^{m+n}}{(m^2+n^2)^s},
\end{equation}
where the prime omits the origin. The Coulomb case is $s=\frac12$. Insert $R^{-s}=\Gamma(s)^{-1}\int_0^\infty t^{s-1}e^{-Rt}\,dt$ with $R=m^2+n^2$. The exponential factorises, and the omitted origin contributes 1 to the full product, so
\begin{equation}
M_L(s)=\frac1{\Gamma(s)}\int_0^\infty t^{s-1}\left[1-T_L(t)^2\right]dt,
\quad T_L(t)=\sum_{m=-L}^{L}(-1)^m e^{-m^2t}.
\end{equation}
Let $\theta(t)$ be the limit of $T_L(t)$. The series $1-2e^{-t}+2e^{-4t}-\dots$ alternates, and from its second term on the terms shrink. Its partial sums therefore lie between $1-2e^{-t}$ and 1, and its remainder is no larger than the first omitted term:
\begin{equation}
|T_L|\le1,\qquad |\theta|\le1,\qquad |T_L-\theta|\le2e^{-(L+1)^2t}.
\end{equation}
Since $|T_L^2-\theta^2|=|T_L-\theta||T_L+\theta|\le4e^{-(L+1)^2t}$, integration gives
\begin{equation}
|M_L(s)-M(s)|\le\frac{4}{(L+1)^{2s}},\quad
M(s)=\frac1{\Gamma(s)}\int_0^\infty t^{s-1}[1-\theta(t)^2]\,dt.
\label{mellin}
\end{equation}
The last integral converges: its bracket lies between 0 and 1, and it is at most $2(1-\theta)\le4e^{-t}$. Thus the sum over squares converges for every $s>0$, and $M_{\rm square}=M(\frac12)$.

\section{First derivation: factorising the two-squares series}

\subsection{Primes among the Gaussian integers}

Drop the signs for the moment and take ${\rm Re}\,s>1$, where
\begin{equation}
S(s)=\sum_{(m,n)\ne(0,0)}\frac1{(m^2+n^2)^s}
\end{equation}
converges absolutely. Write $z=m+in$ and $N(z)=|z|^2=m^2+n^2$. Norms multiply: $N(zw)=N(z)N(w)$.

Rounding $a/b$ to the nearest Gaussian integer leaves a remainder of norm at most $N(b)/2$. Euclid's algorithm therefore works, a prime that divides a product divides one of its factors, and factorisation is unique up to the four units $\pm1,\pm i$. A Gaussian prime $\pi$ divides $N(\pi)=\pi\bar\pi$, hence it divides some ordinary prime $p$, and $N(\pi)$ is $p$ or $p^2$. There are three cases.

For $p=2$, $2=-i(1+i)^2$ gives one prime, of norm 2.

For $p\equiv3$ modulo 4, norm $p$ is impossible, because squares are 0 or 1 modulo 4 and two of them cannot add to 3. So $p$ itself is a Gaussian prime, of norm $p^2$.

For $p\equiv1$ modulo 4, pair each of $1,\dots,p-1$ with its inverse modulo $p$. Only $1$ and $p-1$ are their own inverses, so $(p-1)!\equiv-1$. Pairing $j$ with $p-j$ instead gives $(p-1)!\equiv(-1)^{(p-1)/2}x^2=x^2$, where $x=(\frac{p-1}2)!$. Hence $p$ divides $x^2+1=(x+i)(x-i)$ but neither factor, so it is not a Gaussian prime. It splits as $p=\pi\bar\pi$ into two primes of norm $p$. They do not differ by a unit: that would require $m=0$, $n=0$ or $|m|=|n|$, making $p$ a square or even.

Every nonzero $z$ is a unit times a unique product of chosen primes. Expanding geometric series over these primes gives
\begin{equation}
S(s)=\frac4{1-2^{-s}}
\prod_{p\equiv1}\frac1{(1-p^{-s})^2}
\prod_{p\equiv3}\frac1{1-p^{-2s}}.
\end{equation}
In the last product use $1-p^{-2s}=(1-p^{-s})(1+p^{-s})$. One factor $(1-p^{-s})^{-1}$ for every prime forms $\zeta(s)=\sum_k k^{-s}$. What remains is $(1-p^{-s})^{-1}$ for $p\equiv1$ and $(1+p^{-s})^{-1}$ for $p\equiv3$. Its expansion gives each odd integer the sign $+$ or $-$ according to its residue 1 or 3 modulo 4, since these signs multiply. That is $\beta(s)$, and
\begin{equation}
S(s)=4\,\zeta(s)\,\beta(s).
\label{factor}
\end{equation}
At $s=3$ the direct sum and the factorised form both give 4.65891.

\subsection{Restoring the signs}

A site is positive when $m+n$ is even. These sites are $(m,n)=(u+v,u-v)$ with integers $u,v$, each site once, and $m^2+n^2=2(u^2+v^2)$. The positive sites therefore contribute $2^{-s}S$, and the negative ones $(1-2^{-s})S$. With the overall minus sign,
\begin{align}
M(s)&=-\left[2^{-s}S-(1-2^{-s})S\right]
=(1-2^{1-s})S(s)\nonumber\\
&=4(1-2^{1-s})\zeta(s)\beta(s)=4\,\eta(s)\,\beta(s).
\label{alternating}
\end{align}
The last step holds because subtracting twice the even terms of $\zeta$, which sum to $2^{-s}\zeta$, turns it into $\eta$.

\subsection{From $s>1$ to the Coulomb case}

Equation (\ref{alternating}) was obtained for ${\rm Re}\,s>1$, and the series for $S$ diverges at $s=\frac12$. The two ends of the equation nevertheless have a meaning there. In (\ref{mellin}) the integral converges uniformly on compact parts of ${\rm Re}\,s>0$, so $M(s)$ is analytic. In $\eta$, neighbouring terms combine as
\begin{equation}
\left|k^{-s}-(k+1)^{-s}\right|
=\left|s\int_k^{k+1}x^{-s-1}dx\right|
\le |s|\,k^{-{\rm Re}\,s-1},
\end{equation}
which is summable; $\beta$ is treated in the same way. Both are analytic for ${\rm Re}\,s>0$. Analytic functions that agree for ${\rm Re}\,s>1$ agree throughout this half-plane, so
\begin{equation}
M_{\rm square}=4\times0.604899\times0.667691=1.61554.
\end{equation}

The plain partial sums $P_K$ of $\eta(\frac12)$ and $\beta(\frac12)$ also converge slowly, with errors of order $K^{-1/2}$. These errors alternate in sign and vary smoothly in size, so the average $(P_{K-1}+2P_K+P_{K+1})/4$ leaves only their second difference, of order $K^{-5/2}$. This gives the two factors accurately.

The chain follows by the same removal of even terms. Its sum with exponent $s$ is $2\eta(s)=2(1-2^{1-s})\zeta(s)$ for $s>1$. Comparing $\zeta$ with an integral gives $1/(s-1)\le\zeta(s)\le1+1/(s-1)$, so $(s-1)\zeta(s)\to1$ as $s\to1$. Also $1-2^{1-s}=1-e^{-(s-1)\ln2}$ tends to $(s-1)\ln2$. Continuity of $\eta$ then gives $M_{\rm chain}=2\eta(1)=2\ln2$.

\section{Second derivation: squaring the theta series}

This route finds $\theta^2$ itself and needs no primes. Let $q=e^{-t}$, so $0<q<1$.

\subsection{The triple product}

Define the finite product
\begin{equation}
G(z)=\prod_{n=1}^{K}(1+zq^{2n-1})(1+z^{-1}q^{2n-1})
=\sum_{m=-K}^{K}C_mz^m.
\end{equation}
Replacing $z$ by $q^2z$ shifts the factors by one place. Cancelling those in common leaves
\begin{equation}
(zq+q^{2K})\,G(q^2z)=(1+zq^{2K+1})\,G(z).
\end{equation}
The coefficient of $z^m$ gives
\begin{equation}
C_m(1-q^{2K+2m})=C_{m-1}\,q^{2m-1}(1-q^{2K-2m+2}).
\end{equation}
The highest coefficient is $C_K=q^{1+3+\dots+(2K-1)}=q^{K^2}$. With $Q_k=\prod_{j=1}^k(1-q^{2j})$ the solution is
\begin{equation}
C_m=q^{m^2}\frac{Q_{2K}}{Q_{K+m}Q_{K-m}}.
\end{equation}
As $K\to\infty$ the fraction tends to $1/Q_\infty$ and stays below $1/Q_\infty^2$, so the limit may be taken term by term:
\begin{equation}
\prod_{n\ge1}(1-q^{2n})(1+zq^{2n-1})(1+z^{-1}q^{2n-1})
=\sum_{m=-\infty}^{\infty}q^{m^2}z^m.
\label{triple}
\end{equation}

\subsection{The square of $\theta$}

In (\ref{triple}) replace $q$ by $q^{1/2}$, set $z=-a^2q^{1/2}$ and multiply by $a$:
\begin{equation}
(a-a^{-1})\prod_{n\ge1}(1-q^n)(1-a^2q^n)(1-a^{-2}q^n)
=\sum_n(-1)^na^{2n+1}q^{n(n+1)/2}.
\label{odd}
\end{equation}
Split the right side into $n=2m$ and $n=2m-1$. The parts are $a\sum_m a^{4m}q^{2m^2+m}$ and $-a^{-1}\sum_m a^{4m}q^{2m^2-m}$. Applying (\ref{triple}) to each, with $q$ replaced by $q^2$ and $z=a^4q^{\pm1}$, turns the right side into $aH(a)-a^{-1}H(1/a)$, where
\begin{equation}
H(a)=\prod_{n\ge1}(1-q^{4n})(1+a^4q^{4n-1})(1+a^{-4}q^{4n-3}).
\end{equation}
Differentiate at $a=1$. On the left only the prefactor, which vanishes there, needs differentiating, and its derivative is 2. The right side gives $2H(1)+2H'(1)$. Dividing by $2H(1)$ and using the logarithmic derivative of $H$,
\begin{equation}
\frac{\prod_n(1-q^n)^3}{H(1)}
=1-4\sum_{k=0}^{\infty}(-1)^k\frac{q^{2k+1}}{1+q^{2k+1}}.
\label{ratio}
\end{equation}
The left side is $\theta^2$. To see this, combine the odd powers in $H(1)$ and factor $1-q^{4n}$:
\begin{align}
H(1)&=\prod_n(1+q^{2n-1})(1+q^{2n})(1-q^{2n})\nonumber\\
&=\prod_n(1+q^n)(1-q^{2n})=\prod_n(1+q^n)^2(1-q^n).
\end{align}
The ratio is thus $\prod_n(1-q^n)^2/(1+q^n)^2$. Equation (\ref{triple}) at $z=-1$ gives
\begin{equation}
\theta=\prod_n(1-q^{2n})(1-q^{2n-1})^2
=\prod_n(1-q^n)(1-q^{2n-1})=\prod_n\frac{1-q^n}{1+q^n},
\end{equation}
because $\prod_n(1+q^n)=\prod_n(1-q^{2n})/(1-q^n)=1/\prod_n(1-q^{2n-1})$.

\subsection{Integration at $s=\frac12$}

With $q=e^{-t}$, equation (\ref{ratio}) reads
\begin{equation}
1-\theta(t)^2=4\sum_{k=0}^{\infty}\frac{(-1)^k}{e^{(2k+1)t}+1}.
\label{fermi}
\end{equation}
At fixed $t$ the terms alternate and decrease. Stopping before $k=K$ makes an error no larger than the term $k=K$, whose integral with $t^{-1/2}$ is proportional to $(2K+1)^{-1/2}$ and vanishes as $K\to\infty$. The series may therefore be integrated term by term. Expanding $1/(e^t+1)=\sum_{j\ge1}(-1)^{j-1}e^{-jt}$, with the same estimate of the remainder, gives
\begin{equation}
\int_0^\infty\frac{t^{-1/2}\,dt}{e^{(2k+1)t}+1}
=\frac{\Gamma(\frac12)\,\eta(\frac12)}{(2k+1)^{1/2}}.
\end{equation}
Summing over $k$ in (\ref{mellin}) again yields $M_{\rm square}=4\eta(\frac12)\beta(\frac12)$.

For the chain, $1/k=\int_0^1x^{k-1}dx$ and a finite geometric sum give
\begin{equation}
2\sum_{k=1}^{L}\frac{(-1)^{k-1}}k
=2\int_0^1\frac{1-(-x)^L}{1+x}\,dx.
\end{equation}
The part containing $x^L$ is at most $2/(L+1)$ in size, so the limit is $2\ln2$.

\section{What each derivation assumes}

Both derivations take the sum over centred squares and use (\ref{mellin}). Neither shows that another order, such as growing discs, has the same limit.

The first assumes unique factorisation, which it obtains from division with remainder, and it works where all sums converge absolutely. It then reaches $s=\frac12$ by analytic continuation. On the way it gives the unsigned sum and the separate sums over like and unlike ions, which serve for interactions that fall off faster than $1/r^2$. The second needs only manipulations of convergent products and real integrals, and it works directly at $s=\frac12$. Its term-by-term integration rests on the factors $(-1)^k$ in (\ref{fermi}), which keep the remainders small.

The same argument holds for any $s>0$. At $s=1$, a $1/r^2$ interaction, it gives $4\eta(1)\beta(1)=\pi\ln2$; numerical integration of (\ref{mellin}) gives 2.177586, in agreement. If all charges had the same sign, the Coulomb sum would diverge, and no Madelung constant would exist without a neutralising background.

\section{Finite patches}

The slow convergence can now be explained. For a smooth $f$ that varies slowly from site to site, an alternating tail is
\begin{equation}
\sum_{k\ge0}(-1)^kf(L+1+k)\simeq\tfrac12f(L+\tfrac12).
\end{equation}
With $f(m)=e^{-m^2t}$ and two tails, $T_L\simeq\theta+(-1)^Lf(L+\frac12)$. The important values are $t\sim L^{-2}$, where Poisson summation gives $\theta\simeq2\sqrt{\pi/t}\,e^{-\pi^2/4t}$, which is negligible. To leading order at large $L$,
\begin{equation}
M-M_L\simeq\frac1{\sqrt\pi}\int_0^\infty t^{-1/2}e^{-2(L+1/2)^2t}dt
=\frac1{\sqrt2\,(L+\frac12)}.
\end{equation}
This is the potential of four charges $+\frac14$ at the corners of a square of half-side $L+\frac12$. They add up to the patch's net charge, $+1$.

Giving edge ions weight $\frac12$ and corner ions $\frac14$ makes the patch neutral. It replaces $f(L+\frac12)$ by $f(L+\frac12)-f(L)\simeq\frac12f'(L)=-Ltf(L)$, and the deficit becomes
\begin{equation}
\frac{L^2}{\sqrt\pi}\int_0^\infty t^{3/2}e^{-2L^2t}dt
=\frac{3}{4\cdot2^{5/2}L^3}=\frac{0.1326}{L^3}.
\end{equation}
At $L=10$ the plain sum is 1.5482 and the weighted sum 1.6154.

\section{An ionic layer in electronvolts}

Take singly charged ions with $d=0.28$ nm, roughly the spacing in bulk sodium chloride. The Coulomb constant is 1.440 eV nm, so the energy unit is $1.440/0.28=5.143$ eV. Relative to separated ions, the electrostatic energies per pair are
\begin{align}
E_{\rm chain}&=-1.3863\times5.143=-7.13\ {\rm eV}=-0.262\ {\rm hartree},\\
E_{\rm square}&=-1.6155\times5.143=-8.31\ {\rm eV}=-0.305\ {\rm hartree}.
\end{align}
The spacing is held fixed in this comparison.

Real ions also repel at short range. Let each of the $c$ contacts per pair cost $B/r^8$, with a rough exponent, and write $A$ for the Coulomb constant. Then $U=-MA/r+cB/r^8$. The condition $U'=0$ gives $cB/r^8=MA/(8r)$, so repulsion cancels one eighth of the attraction. Choose $B$ so that the layer rests at 0.28 nm. Its repulsion is then 1.04 eV, leaving $-7.27$ eV. The same condition gives $r^7=8cB/(MA)$. With the same $B$, and $c=2$ for the chain against 4 for the layer, the chain contracts by the factor
\begin{equation}
\left(\frac{2/1.3863}{4/1.6155}\right)^{1/7}=0.926,
\end{equation}
to 0.259 nm, with energy $-6.74$ eV. The layer's advantage falls from 1.18 eV to 0.53 eV: the Madelung constants alone overstate it. How much remains depends on the rough exponent: with 12 in place of 8, and $B$ refitted, it would be 0.75 eV. It also depends on counting repulsion at nearest contacts only: if every pair of ions repelled as $B/r^8$, with $B$ refitted, it would be 0.47 eV.

Dispersion and vibrations matter less. Dispersion with rough coefficients of 100 (anion--anion) and 10 (cation--anion) hartree bohr$^6$ uses the like-ion and unlike-ion sums at $s=3$, 0.582 and 4.077. It adds $-0.09$ eV to the layer, with cation--cation dispersion left out. Six vibrational modes with a rough quantum of 20 meV add 0.06 eV at zero temperature and 0.16 eV at 300 K, where the separated ions would themselves carry 0.08 eV of thermal energy per pair. Induced dipoles vanish in the perfect layer, since every site is an inversion centre.

For a sodium chloride layer, then, point charges give the scale of the binding, and repulsion with the assumed exponent cancels 12.5\% of the electrostatic energy. The bulk spacing is itself an assumption, since a free layer would choose its own. Buckling, incomplete charge transfer and a substrate are also outside the model; charges of $\pm0.9$ at the same spacing would lower the electrostatic energy by 19\% in magnitude, more than the repulsion takes away. The values above are model energies, not measured cohesive energies. The numerical output lists the sums and energies in more detail.

\section*{Computed results}
\begin{verbatim}
eta(1/2) = 0.60489864 (no unit)
beta(1/2) = 0.66769146 (no unit)
Madelung constant, chain = 1.38629436 (no unit)
Madelung constant, square = 1.61554263 (no unit)
Square constant, theta integral = 1.61554263 (no unit)
-A(1), theta integral = 2.17758609 (no unit)
Largest N in two-squares count = 2000 (no unit)
S(3) factorised = 4.65891362 (no unit)
S(3) direct = 4.65891362 (no unit)
S(3) direct, even part = 0.58236420 (no unit)
S(3) direct, odd part = 4.07654941 (no unit)
L = 1: plain square 1.1715729, weighted 1.2928932 (no unit)
L = 2: plain square 1.3350681, weighted 1.6068739 (no unit)
L = 5: plain square 1.4872445, weighted 1.6144910 (no unit)
L = 10: plain square 1.5482373, weighted 1.6154103 (no unit)
L = 100: plain square 1.6085068, weighted 1.6155425 (no unit)
Plain deficit*(L+1/2), L=100 = 0.70710 (no unit)
Its predicted limit = 0.70711 (no unit)
Weighted deficit*L^3, L=100 = 0.13258 (no unit)
Its predicted limit = 0.13258 (no unit)
Ion spacing d = 0.280 nm
Coulomb constant e^2/(4 pi eps0) = 1.439965 eV nm
Energy per pair, chain = -7.1293 eV
Energy per pair, chain = -0.26200 hartree
Energy per pair, square = -8.3083 eV
Energy per pair, square = -0.30532 hartree
Repulsion exponent (rough) = 8 (no unit)
Repulsion energy, layer = 1.0385 eV
Layer energy with repulsion = -7.2698 eV
Relaxed chain spacing = 0.2592 nm
Chain/layer spacing ratio = 0.9257 (no unit)
Relaxed chain energy with repulsion = -6.7386 eV
C6 anion-anion (rough) = 100 hartree bohr^6
C6 cation-anion (rough) = 10 hartree bohr^6
Dispersion energy, layer = -0.0867 eV
Vibrational quantum (rough) = 0.020 eV
Zero-point energy per pair = 0.0600 eV
Vibrational energy per pair at 300 K = 0.1628 eV
\end{verbatim}
